# Why tension favours extended stacking faults in (001) cubic films

**Question.** A perfect dislocation gliding in an fcc or diamond-cubic film can split into two Shockley partials with a stacking fault between them. Why does a (001) film in tension tend to draw this fault out, while the same film in compression tends to keep it narrow?

**Answer.** Two facts combine. The misfit stress pushes one partial twice as hard as the other, whatever the sign of the stress. The stacking of the close-packed planes, not the force, decides which partial may go first. In tension the strongly driven partial leads and can run away from its partner. In compression it follows and closes the fault.

## The two forces

Take the glide plane with unit normal $\mathbf n=[111]/\sqrt3$ and a dislocation line along $[1\bar10]$, where this plane meets the interface. The perfect 60-degree dislocation splits as
$$\frac a2[10\bar1]=\frac a6[11\bar2]+\frac a6[2\bar1\bar1].$$
The first vector is perpendicular to the line: this is the 90-degree partial. The second has length $a/\sqrt6$ and component $a/(2\sqrt2)$ along the line. The cosine is $\sqrt3/2$, so it is the 30-degree partial.

The film carries the stress $S=s\,\mathrm{diag}(1,1,0)$, with $s>0$ in tension. Let the material on the side towards which $\mathbf n$ points slip by $\mathbf d$. Slip on unit area contributes the plastic strain of $\mathbf d\otimes\mathbf n$, so the stress releases the work
$$F=\mathbf d\cdot S\mathbf n=\frac{s}{\sqrt3}(d_x+d_y).$$
This is also the driving force per unit length on the line bounding the slipped area. For the two partials
$$F_{90}=\frac{s}{\sqrt3}\,\frac{2a}{6}=\frac{as}{3\sqrt3},\qquad F_{30}=\frac{s}{\sqrt3}\,\frac{a}{6}=\frac{as}{6\sqrt3}.$$
The ratio is 2:1. Reversing $s$ and both slips leaves the forces unchanged, so the ratio alone cannot explain the difference between tension and compression.

## Why stacking fixes the order

Call one close-packed layer A. A lattice vector to the next layer is
$$\frac a2[110]=\frac a3[111]+\frac a6[11\bar2],$$
so the next layer is displaced sideways by $\mathbf B=\frac a6[11\bar2]$. The third stacking position is $2\mathbf B$, because $3\mathbf B$ is a lattice vector.

A first slip by $+\mathbf B$ moves layer B to position C, which is an intrinsic fault. A first slip by $-\mathbf B$ moves it to position A, directly above the atoms below. In fcc the closest atoms across the cut are then $0.577a$ apart instead of $0.707a$. In diamond, cut between the closely spaced layers (the glide set), they are $0.144a$ apart instead of $0.433a$. This slip is forbidden.

The threefold axis along $[111]$ turns $\mathbf B$ into the other two allowed first slips. In units of $as/(6\sqrt3)$ their works are:

- $\frac a6[11\bar2]$: $+2$
- $\frac a6[\bar211]$: $-1$
- $\frac a6[1\bar21]$: $-1$

For $s>0$ only the first gains energy, so **the 90-degree partial leads in tension**. For $s<0$ it is opposed and the other two gain energy, so **a 30-degree partial leads in compression**.

The second slip must restore the lattice. It is minus one of the other allowed vectors, since the difference of two allowed vectors is a lattice vector. In tension it is $\frac a6[2\bar1\bar1]$ or its mirror image $\frac a6[\bar12\bar1]$, each with work $+1$. In compression, after $\frac a6[\bar211]$, the slip favoured by the stress is $\frac a6[\bar1\bar12]$, with work $+2$ when $|s|$ replaces $s$ in the unit. The other possible slip, $\frac a6[\bar12\bar1]$, has work $-1$; it would complete a screw dislocation that relieves no misfit. Trying all six Shockley vectors on each of the four $\{111\}$ planes gives the same three works, for both structures. The count uses $S$ for a (001) film; another orientation needs its own.

## The fault width far from surfaces

Let $\gamma$ be the fault energy per area and $w$ the separation of the partials. The fault pulls them together with force $\gamma$ per length. Their elastic repulsion is $K/w$; it comes from the edge components alone, because the 90-degree partial has no screw part. From here on $F_L$ and $F_T$ are the positive driving forces on leader and trailer. With equal mobility $M$ the velocities are
$$v_L=M\left(F_L-\gamma+\frac Kw\right),\qquad v_T=M\left(F_T+\gamma-\frac Kw\right).$$
The width is steady when $v_L=v_T$, which gives $2K/w=2\gamma-(F_L-F_T)$. The difference $F_L-F_T$ equals $as/(6\sqrt3)$ for both signs of $s$, because the order switches with the sign. Hence
$$w=\frac{K}{\gamma-as/(12\sqrt3)}.$$
For a pair gliding with both partials under the film stress, compression narrows the fault. Tension widens it, without limit once
$$s\ge\frac{12\sqrt3\,\gamma}{a}.$$
This assumes equal mobilities. If they differ, the same force balance makes the stress term in $K/w$ proportional to $2M_{90}-M_{30}$. The limit becomes $s=6\sqrt3\,\gamma\,(M_{90}+M_{30})/[(2M_{90}-M_{30})\,a]$, so a 90-degree partial twice as mobile as its partner halves it, and the stressed widths quoted below move just as strongly. Conversely, if the 90-degree partial is less than half as mobile as the 30-degree one, tension narrows the moving fault and compression widens it.

## Elastic energy near a free surface

A thin film adds two things: attraction to the surface, and an interface where the misfit force ends. I treat straight lines in an isotropic half-space, with equal elastic constants in film and substrate.

In the plane perpendicular to the line, put the surface on the real axis of $\zeta$ and the solid below it. The glide plane is $\zeta=qe$ with $e=e^{-i\varphi}$, where $q$ is the distance from the surface along the plane. Since $\cos\varphi=1/\sqrt3$, we have $\sin^2\varphi=2/3$, $\cos2\varphi=-1/3$ and $\cos4\varphi=-7/9$.

Plane elasticity writes displacement and stress through two analytic functions $\phi,\psi$:
$$2G(u_x+iu_y)=(3-4\nu)\phi-\zeta\overline{\phi'}-\overline\psi,\qquad H=\phi+\zeta\overline{\phi'}+\overline\psi.$$
The surface is traction-free if $H$ is constant on it, and the shear stress on the glide plane is $\tau=\mathrm{Re}(i\bar e\,dH/dq)$.

Place an edge dislocation with Burgers component $b_1$ along $e$ at $\zeta_0=pe$. Without a surface,
$$\phi_0=g\ln(\zeta-\zeta_0),\qquad \psi_0=\bar g\ln(\zeta-\zeta_0)-\frac{g\bar\zeta_0}{\zeta-\zeta_0}.$$
One circuit changes the right side of the displacement formula by $2\pi i g\,(4-4\nu)$. This must equal $2Gb_1e$, so
$$g=-iCb_1e,\qquad C=\frac{G}{4\pi(1-\nu)}.$$

With $\eta=\zeta-\bar\zeta_0$ and $D=\zeta_0-\bar\zeta_0$, add
$$\phi_1=-g\ln\eta+\frac{\bar gD}{\eta},\qquad \psi_1=-\bar g\ln\eta-\zeta\phi_1'.$$
These are regular inside the solid. Using $\bar D=-D$, the sum is
$$H=2g\ln\frac{|\zeta-\zeta_0|}{|\eta|}+\bar g\frac{\zeta-\zeta_0}{\overline{\zeta-\zeta_0}}+\frac{\bar gD}{\eta}+(\zeta-\bar\zeta)\left(-\frac{\bar g}{\bar\eta}+\frac{gD}{\bar\eta^2}\right).$$
On the surface $\zeta=\bar\zeta$, so $\overline{\zeta-\zeta_0}=\eta$ and the logarithm vanishes. What remains is $\bar g(\zeta-\zeta_0+D)/\eta=\bar g$, a constant, as required.

The interaction energy with a second edge component $b_2$ is the work of bringing it from the surface to $q$:
$$W=-b_2\int_0^q\tau\,dq'=-b_2\,\mathrm{Re}\left[i\bar e(H-\bar g)\right].$$
Here $i\bar eg=Cb_1$ and $i\bar e\bar g=-Cb_1\bar e^2$. On the glide plane
$$|\eta|^2=R^2=p^2+q^2+\tfrac23pq.$$
Divided by $Cb_1$, the terms of $\mathrm{Re}[i\bar e(H-\bar g)]$ are:

- logarithm: $2\ln(|p-q|/R)$
- second term of $H$ and $-\bar g$: $-1-\frac13=-\frac43$
- $\bar gD/\eta$: $-\left(\frac49pq-\frac43p^2\right)/R^2$
- $-(\zeta-\bar\zeta)\bar g/\bar\eta$: $\left(\frac43q^2-\frac49pq\right)/R^2$
- last term: $-\frac83pq\,\mathrm{Re}(\eta^2)/R^4$, with $\mathrm{Re}(\eta^2)=-\frac13R^2-\frac{16}9pq$

Replacing $p^2+q^2$ by $R^2-\frac23pq$ reduces the second to fourth entries to $-16pq/(9R^2)$. The last entry is $8pq/(9R^2)+128p^2q^2/(27R^4)$. Therefore
$$W=Cb_1b_2\left[2\ln\frac{R}{|p-q|}+\frac{8pq}{9R^2}-\frac{128p^2q^2}{27R^4}\right].$$
It is symmetric in $p$ and $q$, as an interaction energy must be. Deep in the solid the force is $2Cb_1b_2/w$. With edge components $a/\sqrt6$ and $a/(2\sqrt6)$ this gives $K=Ca^2/6$.

The self-energy of an edge component is half of $W$ for $b_1=b_2=b_e$ at separation $r_0$, the core cutoff. For $p\simeq q$, $R$ becomes $2d$, with $d$ the depth, and the rational terms give $\frac13-\frac23=-\frac13$. A screw component $b_s$ has an opposite image at distance $2d$. Together
$$E_{\rm self}=Cb_e^2\left[\ln\frac{2d}{r_0}-\frac16\right]+(1-\nu)Cb_s^2\ln\frac{2d}{r_0}.$$

## Which defect pays first in a film

In a film of thickness $h$ the slipped length is $P=h/\sin\varphi=\sqrt{3/2}\,h$. A lone leader at the interface, with its fault reaching the surface, costs
$$E_1=E_{\rm self}+(\gamma-F_L)P.$$
It can pay only if $F_L>\gamma$.

In the complete defect the trailing partial rests at the interface. It pushes the leader a distance $w$ into the substrate, where there is no misfit force:
$$E_2=E_{\rm self}^L+E_{\rm self}^T+W+\gamma w-(F_L+F_T)P,$$
minimized over $w$. The total driving force is the same for both signs of stress. The lone leader, however, has $F_{90}$ in tension and only $F_{30}$ in compression.

## Numbers for a silicon-like film

The inputs are chosen to resemble silicon: $a=0.543$ nm, $\gamma=0.060$ J/m², $r_0=0.20$ nm and cubic elastic constants $C_{11},C_{12},C_{44}=166,\,64,\,80$ GPa. These give the biaxial modulus $C_{11}+C_{12}-2C_{12}^2/C_{11}=180.7$ GPa. A misfit of 1.5 % gives $s=2.71$ GPa and
$$F_{90}=\frac{0.543\times2.71}{3\sqrt3}=0.283\ \text{N/m},\qquad F_{30}=0.142\ \text{N/m}.$$
The choice of isotropic average matters at the level of a few per cent: the Reuss average would give $G=65.2$ GPa and $K=0.330$ nN, and lower the unstressed width and the 1.5 % onset thicknesses below by 3 to 5 %. The Voigt average, used here, gives $G=68.4$ GPa and $\nu=0.217$, so $K=0.342$ nN.

The unstressed bulk width is $0.342/0.060=5.7$ nm. At 0.6 % misfit it is 10.8 nm in tension and 3.9 nm in compression. The tensile width diverges at 2.30 GPa, or 1.27 % misfit. At 1.5 % the bulk fault therefore has no steady width in tension, against 2.6 nm in compression.

For the lone 90-degree partial $Cb_e^2=K$. At $h=4.57$ nm, $P=5.60$ nm, and cost and gain balance:
$$0.342\left(\ln45.7-\tfrac16\right)=1.25\ \text{nN},\qquad(0.283-0.060)\times5.60=1.25\ \text{nN}.$$
For the complete defect in compression at $h=6.37$ nm, $P=7.80$ nm and $w=3.13$ nm. The self-energies are 1.27 and 1.36 nN, the interaction 0.49 nN and the fault 0.19 nN. Their sum, 3.3 nN, matches the gain $0.425\times7.80$.

The onset thicknesses, in nm, with all other parameters fixed, are:

| Misfit | 1.0 % | 1.5 % | 2.0 % |
|---|---|---|---|
| Tension, lone 90° | 9.5 | 4.6 | 2.8 |
| Tension, complete | 10.9 | 6.4 | 4.4 |
| Compression, lone 30° | 40 | 14.0 | 7.8 |
| Compression, complete | 10.8 | 6.4 | 4.3 |

The complete defect starts at nearly the same thickness for both signs. Its width at rest is also nearly the same, because the leader sits in the unstressed substrate and $w$ does not depend on $s$: at $h=6.4$ nm it is 3.0 nm in tension and 3.1 nm in compression. The bulk rule for the width does not apply to this resting defect. The lone leader makes the difference: it comes first in tension and well after the complete defect in compression.

The assumed resting place of the trailing partial was tested at 1.5 % misfit, for $h=8.55$ nm in tension and 6.37 nm in compression. Moving it 0.001 nm either way raised the energy. Varying both positions at the six onsets of the complete defect also leaves this arrangement as the lowest two-partial minimum. In tension at 1.5 and 2.0 % there is a second minimum, with the leader at the interface and the trailing partial 2.6 nm along the glide plane inside the film, only 0.05 and 0.02 nN higher.

## When the fault survives, and when it does not

Tension does not make the fault stable at every thickness. The trailing partial gains $(F_T+\gamma)P$ by entering and erasing the fault, which grows faster with $h$ than the logarithmic line energy. At 1.5 % misfit the lone partial has the lowest energy of the states considered from 4.6 to 8.5 nm. Above that, the complete defect is lower.

Small misfits remove the window. Below 0.32 % the force $F_{90}$ is less than $\gamma$, and a lone partial pays at no thickness. Between 0.32 and 0.82 % it can pay, but the complete defect pays first. A high fault energy has the same effect: with $\gamma=0.14$ J/m² at 1.5 % misfit the complete defect comes first in tension too, at 6.9 nm against 8.3 nm.

Above the window a fault can persist if its trailing partial fails to nucleate. For a straight trailing partial entering a 10 nm film at 1.5 % misfit, with the leader held at the interface, the barrier is 2.9 eV/nm in tension and 2.3 eV/nm in compression. The compressive starting state is itself unfavourable at this thickness, since the lone 30-degree partial pays only above 14 nm. The net pull inward, before elastic repulsion and surface attraction, is $F_{30}+\gamma=0.202$ N/m in tension and $F_{90}+\gamma=0.343$ N/m in compression. The barriers depend strongly on the core cutoff: 0.10 and 0.40 nm give 4.2 and 1.7 eV/nm in tension, and 3.8 and 0.8 eV/nm in compression. They also leave out the surface step, which costs the 90-degree partial twice as much as the 30-degree one. Charging 1 J/m² times the vertical step height gives 3.5 eV/nm in tension and 3.4 eV/nm in compression, and a slightly larger charge reverses the order. The model therefore does not settle which sign of stress has the higher barrier. At 900 K the thermal energy is 0.078 eV, so a straight segment even 1 nm long faces a barrier of many thermal energies. Real nucleation proceeds by curved half-loops, whose barrier is not calculated here.

## Beside a real film

The tensile example is roughly silicon on relaxed silicon-germanium with 40 % germanium. The compressive example keeps the same constants and reverses the sign; it is a comparison, not a particular alloy film. The stress is taken from linear elasticity; at 1.5 % strain the third-order elastic constants of silicon lower it by about 5 % in tension and raise it by about 5 % in compression, which the thicknesses do not include. Among the variations tried at 1.5 % misfit, the core cutoff moves the onset of the lone partial in tension most: 0.10 and 0.40 nm give 5.7 and 3.3 nm instead of 4.6 nm. Charging 1 J/m² times the vertical height of the surface step raises it to 5.5 nm. Fault energies of 0.050 and 0.070 J/m² give 4.3 and 4.9 nm, and cubic anisotropy of the line energy gives 4.5 nm. In each variation the lone partial still comes first in tension and the complete defect in compression.

The onset of the lone partial in tension is thus uncertain by about a quarter from the core alone. All the thicknesses are energy thresholds for one straight defect, not predictions of when a growing film relaxes. Real films also contain threading dislocations and surface flaws, which can supply partials without the nucleation step considered here; the model does not size that effect. The numerical output below lists the onset thicknesses for these variations.

## Computed results

```
inputs (rough Si): a = 0.543 nm; C11, C12, C44 = 166, 64, 80 GPa
fault energy = 0.060 J/m2; core cutoff = 0.20 nm; misfit = 1.5 %
averaged shear modulus = 68.4 GPa; Poisson ratio = 0.217
biaxial modulus = 180.7 GPa; film stress = 2.71 GPa
allowed first slips on (111), work in a*s/(6 sqrt3): [-1, -1, 2]
closest atoms across cut, fcc: allowed 0.707 a, forbidden 0.577 a
closest atoms across cut, diamond: allowed 0.433 a, forbidden 0.144 a
misfit force on 90-degree partial = 0.283 N/m
misfit force on 30-degree partial = 0.142 N/m
repulsion constant K = 0.342 nN
bulk ribbon width, no stress = 5.69 nm
bulk ribbon width, 0.6 % tension = 10.78 nm
bulk ribbon width, 0.6 % compression = 3.87 nm
bulk ribbon width, 1.5 % compression = 2.61 nm
tensile stress for unlimited splitting = 2.30 GPa (misfit 1.27 %)
film onset thicknesses in nm:
  T1 lone 90 | T2 complete | T3 end of fault window | C1 lone 30 | C2 complete
  (T tension, C compression)
  misfit 1.5 %, base                 4.57    6.42    8.55   14.00    6.37
  misfit 1.0 %                       9.50   10.89   12.07   40.42   10.84
  misfit 2.0 %                       2.77    4.38    6.50    7.81    4.33
  fault energy 0.050 J/m2            4.30    6.34    8.93   12.10    6.29
  fault energy 0.070 J/m2            4.86    6.49    8.18   16.49    6.45
  core cutoff 0.10 nm                5.71    7.50    9.58   16.45    7.46
  core cutoff 0.40 nm                3.29    5.28    7.49   11.44    5.23
  anisotropic line energy            4.47    6.19    8.16   13.10    6.13
  surface step at 1 J/m2             5.45    7.10    9.02   15.13    7.05
leader's distance into substrate at T3 = 3.35 nm; at C2 = 3.13 nm
misfit where 90-degree force equals fault energy = 0.32 %
misfit above which lone 90-degree partial comes first = 0.82 %
trailing-partial entry barrier, h = 10 nm, tension = 2.94 eV/nm at depth 1.45 nm
trailing-partial entry barrier, h = 10 nm, compression = 2.28 eV/nm at depth 0.93 nm
thermal energy at 900 K = 0.0776 eV
anisotropic/isotropic line factor: edge 0.985, screw 0.934
their relative shift from 64 to 128 angles = 1.0e-15
```
